Phonon Minibands and the Ballistic Heat Conductance of a Superlattice

Q: You want the thermal conductance of an infinite, perfect superlattice. Nothing scatters in it, so shouldn't the answer be infinite?

A: The conductivity diverges, but the conductance does not. Conductance is heat current divided by the temperature difference between two reservoirs, G = J/dT. Without scattering it does not fall with length, yet it stays finite if the waves that carry the heat span a finite range of frequencies, with a finite number of modes at each frequency.

The model is a chain with one displacement u_n per site and N sites per period of length L. The masses are m_n, the spring K_n > 0 joins sites n and n+1, and an optional on-site spring p_n ≥ 0 ties site n to its rest position. All repeat with period N. The motion is harmonic:

m_n ü_n = K_n(u_{n+1} − u_n) − K_{n−1}(u_n − u_{n−1}) − p_n u_n.

I use atomic units in the algebra, so ħ = 1, and keep kB visible. Angular frequency is ω and ordinary frequency is f = ω/2π.

Q: What are the waves?

A: Take u_n(t) = Re[u_n e^{−iωt}] with the Bloch condition u_{n+N} = e^{iθ}u_n, where θ = qL. With e_n = √m_n u_n the equations become

D(θ) e = ω² e.

The diagonal elements are (K_n + K_{n−1} + p_n)/m_n. Neighbours inside the period are coupled by −K_n/√(m_n m_{n+1}). The spring that leaves the period adds

−K_N e^{iθ}/√(m_N m_1)

to D_{N1}, and the complex conjugate to D_{1N}. So D is Hermitian. Its N eigenvalues are real, and none is negative because the elastic energy is never negative. They form N minibands ω_j(θ), with −π < θ ≤ π.

Q: You will now say that energy moves at the group velocity. For a lattice with several masses per period, I want that shown.

A: Compute the power through the spring that joins site N to site N+1, the first site of the next period. It pushes the right-hand site with force K_N(u_N − u_{N+1}), and that site has velocity amplitude −iωu_{N+1}. The time average of a product of two oscillating quantities is half the real part of one amplitude times the conjugate of the other:

S = ½ Re[K_N(u_N − u_{N+1}) · iω u*_{N+1}].

The term with |u_{N+1}|² is purely imaginary and drops out. Since Re(iz*) = Im z,

S = ½ ω K_N Im(u*_N u_{N+1}).

Now normalise Σ|e_n|² = 1 and differentiate ω² = e†De. The derivatives of e cancel because e†e stays fixed, and only the spring between periods depends on θ:

2ω dω/dθ = 2 Re[−i K_N u*_N u_1 e^{iθ}] = 2 K_N Im(u*_N u_{N+1}).

Here u_{N+1} = e^{iθ}u_1 and Re(−iz) = Im z were used. Substituting in S gives

S = ½ ω² dω/dθ.

The mean kinetic energy per period is ¼ω²Σm_n|u_n|² = ¼ω². The mean potential energy is equal to it, as for any harmonic normal mode, so the energy per period is E = ½ω². Hence

S = E dω/dθ.

Energy per period times periods crossed per unit time is the heat current. The internal structure of the period enters only through ω(θ).

Q: How do you put a temperature into this?

A: Right-moving waves arrive from a reservoir at T + dT and left-moving waves from one at T. Each reservoir is matched to the chain: it sends out waves with thermal energy and absorbs arriving waves without reflection. A long continuation of the same superlattice does this.

Consider first a ring of N_c periods. The allowed θ are spaced by 2π/N_c, and each mode has mean energy kB T in classical statistics, so its energy per period is kB T/N_c. Thermal modes have independent phases, so their currents add. For large N_c the sum over θ becomes N_c∫dθ/2π, and N_c cancels. The right-movers at T + dT carry

J_right = kB(T + dT) Σ_j ∫_{right} (dθ/2π) dω_j/dθ.

The left-movers carry the same expression with T in place of T + dT, in the opposite direction, because ω_j(−θ) = ω_j(θ). In the difference, (dω/dθ)dθ is simply dω:

G = (kB/2π) ∫ M(ω) dω,

where M(ω) is the number of right-moving modes at frequency ω. A slow mode carries its energy slowly, but there are proportionally more such modes in a frequency interval.

Q: Then everything rests on M. Why couldn't a complicated period give two or three right-moving modes at one frequency?

A: Because nearest-neighbour motion is fixed by two adjacent displacements. Solve the equation of motion for u_{n+1}:

u_{n+1} = [(K_n + K_{n−1} + p_n − m_nω²)/K_n] u_n − (K_{n−1}/K_n) u_{n−1}.

This is a 2×2 matrix acting on the pair (u_n, u_{n−1}), with second row (1, 0). Its determinant is K_{n−1}/K_n. Over a full period these ratios multiply to K_0/K_N = 1. The matrix for one period therefore has eigenvalues μ and 1/μ. Its trace is a real polynomial P(λ) of degree N in λ = ω². A Bloch wave has μ = e^{iθ}, so

P(ω²) = 2 cos θ.

Take 0 < θ < π. Three things follow.

First, no eigenvalue of D(θ) is double. The two factors e^{iθ} and e^{−iθ} differ, so the two-dimensional solution space holds just one solution for each.

Second, each band is monotonic. A simple eigenvalue is differentiable, and

P′(λ) dλ/dθ = −2 sin θ ≠ 0,

so dλ/dθ cannot vanish or change sign.

Third, two bands cannot share a frequency. A common λ would give the same cos θ, hence the same θ in this interval, and then a double eigenvalue, which has been excluded.

At a frequency inside a band there are thus two waves, θ and −θ, with opposite velocities. One moves right. So M = 1 inside a band and M = 0 in a gap.

Q: And the integral?

A: It is the total length of the frequency axis covered by bands:

G = (kB/2π) Σ_j Δω_j = kB Σ_j Δf_j.

Monotonicity puts the edges of each band at θ = 0 and θ = π, so two diagonalizations of an N×N matrix give the result. Without on-site springs the lowest band starts at zero, since a uniform shift costs no energy, and then

G = kB (f_top − sum of the gaps).

Opening a gap removes its width from G if the top edge and the other gaps stay as they were.

Q: Show me a case I can do by hand.

A: Alternate masses m < M with equal springs K, so N = 2. Both springs couple the same pair, and the off-diagonal element has magnitude K|1 + e^{iθ}|/√(mM). At θ = π it vanishes, so ω² = 2K/M and 2K/m. At θ = 0 the determinant of D is zero, so one eigenvalue is zero and the other is the trace, 2K(1/m + 1/M). Adding the two widths gives

Σ Δω = √(2K) [1/√M + √(1/m + 1/M) − 1/√m].

For M = m this is 2√(K/m), the full width of the uniform chain, as it must be, since the gap has closed.

Q: You assumed how the reservoirs fill the modes. Does Newtonian motion produce this current?

A: That was tested on a Si4/Ge4 superlattice: four atomic planes of silicon, then four of germanium, moving along the [001] growth direction. Each plane is one site. The parameters are rough typical values: masses 28 and 73 u, one spring constant of 700 eV/nm² throughout, and plane spacing 0.14 nm. The period is 1.12 nm.

A chain of 70 periods was started with its left half at temperature T and its right half at zero. Velocities and spring extensions had independent thermal variances. The heat crossing the middle was followed between times 150 and 300, in units of √(m_Si/K). Expressed as a total bandwidth, the current gave 6.980 THz. The band edges give 6.994 THz, so the two differ by 0.2% of the latter. No group velocity or mode count entered the time evolution.

Q: What do the bands look like?

A: Their edges and widths, in THz, are:

1: 0.000 to 1.991, width 1.991
2: 2.660 to 4.309, width 1.650
3: 4.835 to 6.425, width 1.590
4: 6.678 to 7.829, width 1.152
5: 8.627 to 9.114, width 0.488
6: 10.189 to 10.307, width 0.118
7: 12.997 to 13.002, width 0.005
8: near 14.948, width 0.0004

The widths add to 6.994 THz, and the gaps to 7.955 THz. The conductance of one chain is

G = 1.381×10⁻²³ J/K × 6.994×10¹² s⁻¹ = 96.6 pW/K,

or 6.03×10⁸ eV/(s K). With the same spring, a uniform silicon chain has width 15.63 THz and G = 216 pW/K, and a uniform germanium chain has 9.68 THz and 134 pW/K. The superlattice conducts 0.45 times as well as the silicon chain, and less than either constituent.

Q: Why are the top bands so narrow?

A: Bands 6 to 8 lie above 9.68 THz, the highest frequency of a germanium chain. In a uniform region of mass M, a solution u_n ∝ e^{ikn} requires 2 cos k = 2 − Mω²/K. Above the top frequency f_Ge the right side is below −2, so the solution alternates in sign and grows or decays as e^{±κn}, with

cosh κ = 2(f/f_Ge)² − 1.

At 14.95 THz this is 3.77, so κ ≈ 2.0, and a decaying wave loses a factor of about 7 per germanium plane. Neighbouring silicon layers hardly feel each other, and their vibrations form an almost flat band. The three bands together supply 0.124 THz, under 2% of G.

Q: Do thicker layers always conduct worse?

A: Not in this model. With masses and spring fixed and equal numbers of planes in both layers, the summed width is 8.795 THz for one plane per layer, 7.383 for two, 6.994 for four and 7.031 for eight. After the first drop the sum changes little and irregularly: three planes give 7.425 THz, slightly more than two. The value for one plane can be checked against the hand formula. Since √(2K/m)/2π is the silicon width divided by √2, or 11.054 THz, and m/M = 28/73,

11.054 × (0.6193 + 1.1762 − 1) = 8.79 THz.

Q: The highest phonon has 0.0618 eV, and kB T at 300 K is 0.0259 eV. You have no right to classical statistics.

A: Not for that phonon, so let us find the correction. In quantum statistics a mode has thermal energy ωn, with n = 1/(e^x − 1) and x = ω/(kB T). The zero-point part does not depend on T. The factor kB in the integral is replaced by

ω ∂n/∂T = kB x²e^x/(e^x − 1)² = kB [(x/2)/sinh(x/2)]².

For small y, sinh y/y = 1 + y²/6 + …, so (y/sinh y)² = 1 − y²/3 + …. With y = x/2,

G/G_classical = 1 − ⟨ω²⟩/(12 kB²T²) + …,

where the average runs uniformly over the frequencies inside the bands.

For the superlattice the full quantum expression gives 0.947 of the classical value at 300 K and 0.994 at 900 K. The error at room temperature is modest because the four lowest bands, all below 7.9 THz, hold 6.38 of the 6.99 THz.

Q: And if I cool it?

A: The classical result fails badly. Suppose there are no on-site springs and kB T is far below the top of the lowest band. Then the integral can run to infinity:

G = (kB²T/2π) ∫₀^∞ x²e^x/(e^x − 1)² dx.

Since e^x/(e^x − 1)² = −d/dx[1/(e^x − 1)], integration by parts turns the integral into

2∫₀^∞ x/(e^x − 1) dx = 2 Σ_{k≥1} 1/k² = π²/3.

Therefore

G → π kB²T/6.

Masses, springs and gaps have all disappeared. One acoustic channel is open, and temperature, not the band edge, sets the range of frequencies that carry heat. The classical formula is the opposite limit, in which all bands are fully used.

Q: Can I trust the width rule for any one-dimensional crystal, then?

A: No. The proof used nearest-neighbour springs. Take a uniform chain with a second-neighbour spring K₂ besides K₁:

mω² = 2K₁(1 − cos θ) + 2K₂(1 − cos 2θ).

Its derivative with respect to θ is 2 sin θ (K₁ + 4K₂ cos θ). For K₂ > K₁/4 the band rises to a maximum at cos θ = −K₁/(4K₂) and then descends. Frequencies between the zone-edge value and the maximum have two right-moving modes. Each stretch must be counted, so the width is replaced by the total variation:

G = (kB/2π) ∫₀^π |dω/dθ| dθ.

For K₂ = 0.6K₁, in units of √(K₁/m), the maximum is ω = 2.1947 and the zone-edge value is 2. The variation is 2.1947 + 0.1947 = 2.3894, which is 1.089 times the width. An independent Green-function calculation of the transmission gave 1.088. For longer-range forces one must count modes.

An elastic continuum fails differently: it has no highest frequency, so the classical argument supplies no cutoff to the sum over its bands.

Q: Real stacks are finite and sit between other materials.

A: Then M is replaced by a transmission that includes reflection at the contacts. For ten periods between uniform silicon leads, with the same springs, the classical conductance is 0.832 of the infinite-superlattice value.

Q: And atoms also have neighbours sideways.

A: That can matter more. Place the chains on a square lattice and join equal planes of neighbouring chains by lateral springs K_t, still with one displacement per site. For a wave with lateral phases k_x and k_y per chain, the four lateral springs exert the force

−K_t(4 − 2 cos k_x − 2 cos k_y) u_n.

This is an on-site spring, which the derivation already allows. The theorem holds separately for each lateral wavevector, and the conductance per chain is the average over them. For the trial value K_t = 0.25K, the average is 0.275 of the single-chain result.

Part of this loss is plain from a uniform chain, whose width with an on-site spring p is [√(p + 4K) − √p]/√m. At the mean value p = 4K_t = K this is 1.24√(K/m) instead of 2√(K/m), a factor of 0.62. The same p also shifts ω² by different amounts, p/m_n, in the light and heavy layers, and so detunes them. With p = K the band of a uniform silicon chain starts at √(K/m), and that of a uniform germanium chain ends at √(5K/M) = 1.38√(K/m). The two overlap over only 0.38√(K/m), against 1.24√(K/m) without on-site springs.

Q: You have also kept one polarisation out of three.

A: Yes. In the diamond lattice the bonds between successive (001) planes alternate between two perpendicular vertical planes. A transverse displacement along one of these directions meets strong and weak springs in turn. With rough values of 1.8 and 0.2 times the longitudinal spring, the summed widths are 2.832 THz when the strong springs sit at the interfaces and 2.372 THz when the weak ones do. The three polarisations together give

kB × (6.994 + 2.832 + 2.372) THz = 168 pW/K per chain.

Q: So what does this say about a silicon–germanium device?

A: It gives a ballistic scale, to be used with care. The chosen spring puts the top of the silicon chain at 15.6 THz, near the rough 16 THz of silicon's highest optical phonon, so the frequency scale of the uncoupled chains is realistic. Adding lateral springs without reducing K raises it: with K_t = 0.25K the top silicon frequency would be about 19 THz. One chain occupies 0.157 nm², and three polarisations of uncoupled chains give about 1.1×10³ MW/(m² K). If the lateral factor of 0.275 held for all three, this would fall to about 300 MW/(m² K). That factor belongs to the longitudinal springs, however. With the same K_t the transverse polarisations lose a larger share, so the figure is too high for this model and serves only as a rough guide.

For a thick stack the serious failure is the neglect of scattering. Take a rough cross-plane conductivity of 3 W/(m K). The diffusive resistance of a stack then equals the ballistic one at a length of conductivity divided by conductance per area. That is 2.8 nm for uncoupled chains and about 10 nm with the lateral factor. If the two resistances simply add, a 100 nm stack conducts some 10 to 40 times less than these two ballistic estimates. Atomic mixing at the interfaces, which the model leaves out, is one source of this scattering. By the same addition, a stack of only three periods, 3.4 nm thick, already conducts about 1.3 to 2.2 times less. Near room temperature the miniband sum is thus a harmonic, scattering-free limit, not a prediction for a real stack.

Q: Would engineering wider gaps lower the heat flow in such a device?

A: For nearest-neighbour chains without on-site or lateral springs, yes, if the sum of the gaps grows, the top frequency is held fixed and the temperature is high enough for classical statistics. With such springs the lowest band can start above zero, and its lower edge matters too. A real silicon–germanium crystal has lateral coupling and forces beyond nearest planes, so the rule does not carry over to it directly. In a thick stack scattering dominates, and the gap sum alone does not decide the outcome.

Table of computed values

```
Input masses Si, Ge: 28, 73 u
Input spring: 700 eV/nm^2
Input plane spacing: 0.14 nm
Period of Si4/Ge4: 1.12 nm
Miniband: lower edge, upper edge, width (THz)
  1: 0.0000, 1.9912, 1.99118
  2: 2.6597, 4.3093, 1.64960
  3: 4.8352, 6.4249, 1.58972
  4: 6.6776, 7.8294, 1.15188
  5: 8.6265, 9.1141, 0.48758
  6: 10.1888, 10.3072, 0.11841
  7: 12.9972, 13.0022, 0.00501
  8: 14.9479, 14.9483, 0.00040
Sum of widths: 6.994 THz
Sum of gaps: 7.955 THz
Sum from Green functions: 6.994 THz
Sum from Newtonian heat flow: 6.980 THz
Classical conductance per chain: 96.56 pW/K
  the same: 6.027e+08 eV/(s K)
Uniform Si chain: width 15.633 THz, G 215.84 pW/K
Uniform Ge chain: width 9.682 THz, G 133.68 pW/K
Superlattice / uniform Si: 0.447
Sum of widths, 1 planes per layer: 8.795 THz
Sum of widths, 2 planes per layer: 7.383 THz
Sum of widths, 4 planes per layer: 6.994 THz
Sum of widths, 8 planes per layer: 7.031 THz
Top phonon energy: 0.0618 eV
kB T at 300 K: 0.0259 eV
Quantum / classical at 300 K: 0.947
Quantum / classical at 900 K: 0.9937
  first-order expansion at 900 K: 0.9937
10 periods between Si leads / infinite: 0.832
Lateral spring / chain spring (input): 0.25
Laterally coupled / single chain: 0.275
Transverse springs / chain spring (input): 0.2, 1.8
Transverse width sums: 2.832, 2.372 THz
Three polarisations, per chain: 168.4 pW/K
Area per chain: 0.1568 nm^2
Three polarisations, uncoupled chains: 1074 MW/(m^2 K)
Rough conductivity (input): 3 W/(m K)
Length of equal diffusive and ballistic resistance: 2.8 nm
Second-neighbour spring / first (input): 0.6
Second-neighbour chain, transmission / width: 1.088
Second-neighbour chain, variation / width: 1.089
```
